# Intrinsic valley Hall conductivity of gapped and doped massive Dirac electrons, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a slow force to the Berry flux of one valley

A sheet of a two-dimensional semiconductor has its band edges at two points of the Brillouin zone, the valleys \(K\) and \(K'\), labelled \(\tau=+1\) and \(\tau=-1\). Near each of them, and for each spin, the electrons are described by

\[
H_\tau(\mathbf k)=v(\tau k_x\sigma_x+k_y\sigma_y)+m\sigma_z ,\qquad v>0,\quad m\neq 0 .
\]

Here \(\mathbf k\) is measured from the valley centre, \(\sigma_x,\sigma_y,\sigma_z\) are Pauli matrices acting on two orbitals, \(v\) is a velocity, and \(m\) is a real mass parameter with the dimension of energy. Writing \(H_\tau=\mathbf d\cdot\boldsymbol\sigma\) with \(\mathbf d=(\tau vk_x,\,vk_y,\,m)\), we have \(H_\tau^2=|\mathbf d|^2\), so the energies are

\[
E_\pm=\pm\varepsilon,\qquad \varepsilon(k)=|\mathbf d|=\sqrt{m^2+v^2k^2}.
\]

The gap is \(2|m|\), and energies are measured from its middle. The two spins are taken to be degenerate and uncoupled, the two valleys do not mix, and electrons interact only through the mean field already contained in \(v\) and \(m\). The temperature is zero unless stated otherwise.

The algebra uses atomic units, \(\hbar=e=1\), with electron charge \(-1\). The conductance quantum is then \(e^2/h=1/(2\pi)\). For numbers we take the round model values \(m=0.10\) eV, \(v=3.0\) eV Å (this is \(\hbar v\) in ordinary units) and, for the doped sheet, an electron density \(n=0.0010\) Å\(^{-2}\). They do not represent a particular material.

The task is to find the transverse current driven by a weak, uniform, static electric field, valley by valley, first with the chemical potential \(\mu\) in the gap and then with \(\mu\) in a band.

### (a) How does a Bloch electron move sideways?

**Question.** A field \(E_y\) acts on an electron in band \(n\). Find its velocity along \(x\) to first order in the field, and from it the Hall conductivity \(\sigma_{xy}\), defined by \(j_x=\sigma_{xy}E_y\).

**Solution.** Describe the field by a uniform vector potential \(\mathbf A_{\rm em}(t)\), with \(\mathbf E=-\partial_t\mathbf A_{\rm em}\). For charge \(-1\) the momentum in the Hamiltonian becomes \(\mathbf k(t)=\mathbf k_0+\mathbf A_{\rm em}(t)\). The label \(\mathbf k_0\) is conserved because the field is uniform. Hence

\[
\dot k_y=-E_y ,
\]

and the electron obeys \(i\partial_t\psi=H(\mathbf k(t))\psi\), with a Hamiltonian that changes slowly.

Let \(|n\rangle\) and \(|l\rangle\) be the two eigenstates at the current \(\mathbf k(t)\), with energies \(E_n\) and \(E_l\). Choose the phase of \(|n\rangle\) along the path so that \(\langle n|\dot n\rangle=0\). To first order in the rate of change, write

\[
\psi=e^{-i\int E_n dt}\bigl(|n\rangle+c\,|l\rangle\bigr).
\]

Inserting this in the Schrödinger equation and projecting on \(\langle l|\) gives

\[
E_nc+i\langle l|\dot n\rangle+i\dot c+ic\langle l|\dot l\rangle=E_lc .
\]

The amplitude \(c\) is itself of first order in the rate. If the field is switched on smoothly and over a time long compared with \(1/|E_l-E_n|\), \(\dot c\) and \(c\langle l|\dot l\rangle\) are of higher order and can be dropped. What remains is

\[
c=\frac{i\langle l|\dot n\rangle}{E_l-E_n},\qquad \langle l|\dot n\rangle=\dot k_y\langle l|\partial_yn\rangle ,
\]

where \(\partial_y\) means \(\partial/\partial k_y\).

The velocity operator follows from \(\dot x=i[H,x]\) with \(x=i\partial_x\). Acting on any function \(f(\mathbf k)\),

\[
i[H,i\partial_x]f=-H\partial_xf+\partial_x(Hf)=(\partial_xH)f ,
\]

so the velocity operator is \(\partial_xH\). Its expectation value to first order is

\[
v_x=\langle n|\partial_xH|n\rangle+2\,{\rm Re}\bigl[c\,\langle n|\partial_xH|l\rangle\bigr].
\]

Both matrix elements come from differentiating \(H|n\rangle=E_n|n\rangle\):

\[
(\partial_xH)|n\rangle+H|\partial_xn\rangle=(\partial_xE_n)|n\rangle+E_n|\partial_xn\rangle .
\]

Projection on \(\langle n|\) gives \(\langle n|\partial_xH|n\rangle=\partial_xE_n\). Projection on \(\langle l|\) gives

\[
\langle l|\partial_xH|n\rangle=(E_n-E_l)\langle l|\partial_xn\rangle ,
\tag{1}
\]

whose complex conjugate is \(\langle n|\partial_xH|l\rangle=(E_n-E_l)\langle\partial_xn|l\rangle\). The energy difference therefore cancels in the product:

\[
c\,\langle n|\partial_xH|l\rangle
=-i\,\dot k_y\,\langle\partial_xn|l\rangle\langle l|\partial_yn\rangle .
\]

Since \({\rm Re}(-iz)={\rm Im}\,z\), the velocity is

\[
v_x=\partial_xE_n+2\dot k_y\,{\rm Im}\bigl[\langle\partial_xn|l\rangle\langle l|\partial_yn\rangle\bigr].
\]

The last factor is a Berry curvature. With the Berry connection \(\mathbf A=i\langle n|\nabla_{\mathbf k}n\rangle\), which is distinct from the electromagnetic potential above, define

\[
\Omega_n=\partial_xA_y-\partial_yA_x
=i\bigl[\langle\partial_xn|\partial_yn\rangle-\langle\partial_yn|\partial_xn\rangle\bigr]
=-2\,{\rm Im}\langle\partial_xn|\partial_yn\rangle .
\]

Insert \(|n\rangle\langle n|+|l\rangle\langle l|=1\) between the two derivatives. Normalization makes \(\langle n|\partial_yn\rangle\) and \(\langle\partial_xn|n\rangle\) imaginary, so their product is real and drops out of the imaginary part. Only the term with \(|l\rangle\) remains, and

\[
v_x=\partial_xE_n-\Omega_n\dot k_y=\partial_xE_n+\Omega_nE_y .
\tag{2}
\]

The sideways velocity exists because the field mixes a little of the other band into the state. It needs neither a magnetic field nor scattering.

The expansion requires \(|c|\ll1\). By (1), taken for the \(y\) direction, \(|\langle l|\partial_yn\rangle|\le v/(2\varepsilon)\), because \(\partial_yH=v\sigma_y\) has no matrix element larger than \(v\). Thus \(|c|\le v|E_y|/(4\varepsilon^2)\), and \(v|E_y|\ll4m^2\) is sufficient for every \(\mathbf k\). As the gap closes, this window of field strengths shrinks to nothing.

The current density is the charge \(-1\) times the sum of velocities over occupied states. With occupations \(f_n\),

\[
j_x=-\sum_n\int\!\frac{d^2k}{(2\pi)^2}\,f_n\,(\partial_xE_n+\Omega_nE_y).
\]

With equilibrium occupations the band-velocity term vanishes, since \(\partial_xE_n\) is odd in \(k_x\) while \(f_n\) depends on \(k\) alone. In a partly filled band the field also shifts the Fermi disc. For a relaxation time that depends on energy alone, the change of occupation caused by \(E_y\) is proportional to \(k_y\) times a function of \(k\). Multiplied by \(\partial_xE_n\propto k_x\), it integrates to zero over angle, so this shift carries a current along the field and none across it. The curvature term leaves

\[
\sigma_{xy}=-\sum_n\int\!\frac{d^2k}{(2\pi)^2}\,f_n\,\Omega_n .
\tag{3}
\]

In ordinary units the right side carries the factor \(e^2/\hbar\). The minus sign belongs to the convention \(\mathbf A=i\langle n|\nabla n\rangle\) together with \(j_x=\sigma_{xy}E_y\). Reversing the sign of the carrier charge would change nothing here, because the charge enters once through the force and once through the current. Equation (3) is the intrinsic Hall conductivity; the extra transverse currents that impurities can cause in a doped band are considered in part (g).

### (b) What is the Berry curvature of the two bands?

**Question.** Express \(\Omega_n\) through matrix elements of \(\partial_xH\) and \(\partial_yH\), and evaluate it for the massive Dirac Hamiltonian.

**Solution.** Solve (1) for \(\langle l|\partial_xn\rangle\), do the same for \(y\), and insert both in \(\Omega_n=-2\,{\rm Im}[\langle\partial_xn|l\rangle\langle l|\partial_yn\rangle]\):

\[
\Omega_n=-2\,\frac{{\rm Im}\bigl[\langle n|\partial_xH|l\rangle\langle l|\partial_yH|n\rangle\bigr]}{(E_n-E_l)^2}.
\tag{4}
\]

No derivative of a state is left, so the arbitrary phases of the eigenvectors cancel visibly.

Let \(s=+1\) denote the conduction band and \(s=-1\) the valence band. With the unit vector \(\hat{\mathbf d}=\mathbf d/\varepsilon\), the projector on band \(s\) is \(P_s=\tfrac12(1+s\,\hat{\mathbf d}\cdot\boldsymbol\sigma)\). Put \(\mathbf a=\partial_x\mathbf d\) and \(\mathbf b=\partial_y\mathbf d\), so that \(\partial_xH=\mathbf a\cdot\boldsymbol\sigma\) and \(\partial_yH=\mathbf b\cdot\boldsymbol\sigma\). The numerator of (4) needs the imaginary part of

\[
T_s={\rm Tr}\bigl[P_s(\mathbf a\cdot\boldsymbol\sigma)P_{-s}(\mathbf b\cdot\boldsymbol\sigma)\bigr].
\]

Multiplying out the projectors gives four traces. The one without \(\hat{\mathbf d}\) is \({\rm Tr}[(\mathbf a\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)]=2\,\mathbf a\cdot\mathbf b\), which is real. The one with two factors \(\hat{\mathbf d}\) is also real. To see this, use \((\mathbf p\cdot\boldsymbol\sigma)(\mathbf q\cdot\boldsymbol\sigma)=\mathbf p\cdot\mathbf q+i(\mathbf p\times\mathbf q)\cdot\boldsymbol\sigma\) twice, which gives

\[
{\rm Tr}\bigl[(\hat{\mathbf d}\cdot\boldsymbol\sigma)(\mathbf a\cdot\boldsymbol\sigma)(\hat{\mathbf d}\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)\bigr]
=2\bigl[(\hat{\mathbf d}\cdot\mathbf a)(\hat{\mathbf d}\cdot\mathbf b)-(\hat{\mathbf d}\times\mathbf a)\cdot(\hat{\mathbf d}\times\mathbf b)\bigr].
\]

The two traces linear in \(\hat{\mathbf d}\) follow from \({\rm Tr}[(\mathbf p\cdot\boldsymbol\sigma)(\mathbf q\cdot\boldsymbol\sigma)(\mathbf r\cdot\boldsymbol\sigma)]=2i\,\mathbf p\cdot(\mathbf q\times\mathbf r)\):

\[
{\rm Im}\,T_s=\frac s4\bigl[2\,\hat{\mathbf d}\cdot(\mathbf a\times\mathbf b)-2\,\mathbf a\cdot(\hat{\mathbf d}\times\mathbf b)\bigr]
=s\,\hat{\mathbf d}\cdot(\mathbf a\times\mathbf b).
\]

The last step used \(\mathbf a\cdot(\hat{\mathbf d}\times\mathbf b)=-\hat{\mathbf d}\cdot(\mathbf a\times\mathbf b)\), since exchanging two vectors in a triple product reverses its sign. With \((E_n-E_l)^2=4\varepsilon^2\), equation (4) becomes

\[
\Omega_s=-\frac{s}{2\varepsilon^3}\,\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d).
\tag{5}
\]

For the Dirac Hamiltonian \(\partial_x\mathbf d=(\tau v,0,0)\) and \(\partial_y\mathbf d=(0,v,0)\). Their cross product is \((0,0,\tau v^2)\), and its scalar product with \(\mathbf d\) is \(\tau v^2m\). Therefore

\[
\Omega_{\rm val}=\frac{\tau v^2m}{2(m^2+v^2k^2)^{3/2}},\qquad
\Omega_{\rm con}=-\Omega_{\rm val}.
\tag{6}
\]

Three features of (6) matter below. The two bands have opposite curvature at the same \(\mathbf k\), so a \(\mathbf k\) point at which both states are filled contributes nothing. The two valleys have opposite curvature, as time reversal demands: \(H_{-\tau}(-\mathbf k)=H_\tau(\mathbf k)^*\), so the states at opposite momenta are complex conjugates and their curvatures have opposite signs. Finally, the curvature is largest in magnitude at the valley centre and falls off over a distance of order \(|m|/v\). At the centre its size is \(v^2/(2m^2)\), which for the example is

\[
\frac{(3.0)^2}{2(0.10)^2}\ \text{Å}^2=450\ \text{Å}^2 .
\]

A smaller gap makes the peak higher and narrower. Whether the total grows or shrinks is decided by the integral.

### (c) How much curvature lies within a given radius?

**Question.** Find the flux \(\Phi_\tau(k)\) of the valence-band curvature through a disc of radius \(k\) around the valley centre. Which radius holds half of the full flux?

**Solution.** The curvature depends on \(k\) alone, so the integral over angle gives \(2\pi\):

\[
\Phi_\tau(k)=2\pi\int_0^k\frac{\tau v^2m}{2\varepsilon(k')^3}\,k'\,dk' .
\]

Differentiating \(\varepsilon^2=m^2+v^2k'^2\) gives \(k'dk'=\varepsilon\,d\varepsilon/v^2\). The factors \(v^2\) cancel, and the lower limit becomes \(\varepsilon=|m|\):

\[
\Phi_\tau(k)=\pi\tau m\int_{|m|}^{\varepsilon(k)}\frac{d\varepsilon}{\varepsilon^2}
=\pi\tau m\left[\frac1{|m|}-\frac1{\varepsilon(k)}\right]
=\pi\tau\left[{\rm sgn}\,m-\frac m{\varepsilon(k)}\right].
\tag{7}
\]

For small \(k\), \(1/\varepsilon\approx1/|m|-v^2k^2/(2|m|^3)\), and the flux is \(\pi k^2\) times the curvature at the centre, as it must be. For large \(k\) it tends to \(\pi\tau\,{\rm sgn}\,m\). This limit contains neither \(v\) nor the size of the gap: the peak height grows as \(1/m^2\), and the area it covers shrinks as \(m^2\).

There is a geometric reason. By (5) the valence flux is half the solid angle swept by \(\hat{\mathbf d}\). Take \(m>0\) and let \(\theta\) be the angle between \(\hat{\mathbf d}\) and the \(z\) axis, so that \(\cos\theta=m/\varepsilon\). At \(k=0\) the vector points to the north pole. As \(k\) grows it tilts towards the equator, and a disc in momentum space is mapped on a polar cap of solid angle \(2\pi(1-\cos\theta)\). Half of this, with the sense of rotation \(\tau\), is (7). The whole plane covers one hemisphere, whatever the rate at which the vector tilts.

Half of the full flux is reached when \(|m|/\varepsilon=\tfrac12\). Then \(\varepsilon=2|m|\), \(v^2k^2=3m^2\), and

\[
k_{1/2}=\frac{\sqrt3\,|m|}{v}=\frac{1.732\times0.10}{3.0}\ \text{Å}^{-1}=0.0577\ \text{Å}^{-1}.
\]

The other half lies in a tail that falls slowly: the fraction outside radius \(k\) is \(|m|/\varepsilon(k)\), which decreases only as \(1/k\). In a crystal, where the Dirac form holds only near the valley centre, this tail limits how closely the flux of one valley approaches the full value.

## Second half: from the flux to the valley Hall conductivity

The following is taken from the first half. In valley \(\tau=\pm1\) the bands have energies \(\pm\varepsilon\), with \(\varepsilon=\sqrt{m^2+v^2k^2}\). The Berry curvatures \(\Omega_{\rm val}\) and \(\Omega_{\rm con}=-\Omega_{\rm val}\) belong to the valence and conduction bands. The intrinsic Hall conductivity is

\[
\sigma_{xy}=-\sum_n\int\!\frac{d^2k}{(2\pi)^2}f_n\Omega_n ,
\]

and the valence flux through a disc of radius \(k\) is

\[
\Phi_\tau(k)=\pi\tau\left[{\rm sgn}\,m-\frac m{\varepsilon(k)}\right].
\]

Atomic units hold in the algebra, so \(e^2/h=1/(2\pi)\). The example has \(m=0.10\) eV, \(v=3.0\) eV Å and \(n=0.0010\) Å\(^{-2}\).

This part has derived the intrinsic Hall conductivity from the Berry curvature and found the valence-band flux of one valley, which tends to \(\pi\tau\,{\rm sgn}\,m\) over the whole momentum plane. It remains to turn this flux into the valley Hall conductivity, with \(\mu\) in the gap and in a band, and to see how far the result holds in a crystal.

Numbers in the example were calculated in double precision.
